# Density-of-states broadening: Lorentzian and Gaussian bias, extrapolation and grid error, part 2

The problem is to recover a density of states \(D(E)\), per site and spin, from values broadened by a Lorentzian of half width \(\eta\) or a Gaussian of width \(\sigma\). Energies are in eV, the lattice constant is one, and \(\langle\cdot\rangle_{\mathbf k}\) averages over the Brillouin zone of the band \(\varepsilon_{\mathbf k}\).

\[ G(z)=\Big\langle\frac1{z-\varepsilon_{\mathbf k}}\Big\rangle_{\mathbf k}=\int\frac{D(x)\,dx}{z-x}. \tag{1} \]

\[ \frac{\partial D_\eta}{\partial\eta}=-\frac1\pi\,\mathrm{Re}\,G'(E+i\eta),\qquad G'(z)=-\Big\langle\frac1{(z-\varepsilon_{\mathbf k})^2}\Big\rangle_{\mathbf k}. \tag{5} \]

On the axis \(G=R-i\pi D\). The kernels \(L_\eta(x)=\eta/[\pi(x^2+\eta^2)]\) and \(g_\sigma(x)=e^{-x^2/\sigma^2}/(\sigma\sqrt\pi)\) have transforms \(e^{-\eta|\tau|}\) and \(e^{-\sigma^2\tau^2/4}\). They give \(D_\eta=-\mathrm{Im}\,G(E+i\eta)/\pi=\sum_na_n\eta^n\) for \(\eta<d\), and \(D_\sigma\sim D+\sigma^2D''/4+\sigma^4D''''/32\). Here \(d\) is the largest radius within which the Taylor series of \(D\) at \(E\) converges and equals \(D\) on the real axis, \(a_0=D\), \(a_2=-D''/2\), \(a_3=R'''/(6\pi)\), \(a_4=D''''/24\), and

\[ a_1=-\frac{R'}\pi=\frac1\pi\int_0^\infty\frac{D(E+y)+D(E-y)-2D(E)}{y^2}\,dy. \tag{7} \]

In a gap, with the nearest state at distance \(\delta\), \(a_1=\pi^{-1}\int D(x)\,dx/(E-x)^2\), and \(D_\eta\) lies below \(a_1\eta\) by a fraction of at most \(\eta^2/\delta^2\).

Rules \(\sum_jw_jD_{\eta_j}\) with heights \(\eta_1<\dots<\eta_p\) have \(S_n=\sum_jw_j\eta_j^n\), \(S_0=1\), \(S_1=\dots=S_{p-1}=0\):

\[ 2D_\eta-D_{2\eta}=D+\eta^2D''-\frac{\eta^3}\pi R'''-\frac7{12}\eta^4D''''+\dots \tag{15} \]

\[ 3D_\eta-3D_{2\eta}+D_{3\eta}=D+\frac{\eta^3}\pi R'''+\frac32\eta^4D''''+\dots \tag{16} \]

\[ \tfrac13(4D_\sigma-D_{2\sigma})=D-\tfrac18\sigma^4D''''+\dots \tag{17} \]

At a square-root edge \(E_0\), \(D(E_0+y)=c\sqrt y\,(1+by+\dots)\) for \(y>0\), and with a constant \(\beta\)

\[ D_\eta(E_0)=c\sqrt{\eta/2}+\beta\eta-cb\,\eta\sqrt{\eta/2}+\dots \tag{9} \]

Chain: \(\varepsilon_k=-2t\cos k\), \(\xi+1/\xi=-z/t\), \(|\xi|<1\), and

\[ \frac1{z-\varepsilon_k}=G_1(z)\sum_m\xi^{|m|}e^{imk},\qquad G_1=\frac{-\xi}{t(1-\xi^2)}=\frac1{t(\xi-1/\xi)}. \tag{10} \]

Simple cubic lattice: \(\varepsilon_{\mathbf k}=-2t(\cos k_x+\cos k_y+\cos k_z)\), \(c=1/(4\pi^2t^{3/2})\), \(b=1/(8t)\), and

\[ G(z)=\frac1\pi\int_0^\pi G_2(z+2t\cos\theta)\,d\theta, \tag{11} \]

with \(G_2=R_2-i\pi D_2\) for the square lattice and \(K(\mu)=\int_0^{\pi/2}d\phi/\sqrt{1-\mu\sin^2\phi}\). For \(|u|>4t\), \(G_2(u)=\frac2{\pi u}K(16t^2/u^2)\); for \(|u|<4t\),

\[ R_2(u)=\frac{\mathrm{sgn}(u)}{2\pi t}K\Big(\frac{u^2}{16t^2}\Big),\qquad D_2(u)=\frac1{2\pi^2t}K\Big(1-\frac{u^2}{16t^2}\Big). \tag{12} \]

The worked example has \(t=1\) eV, \(E=-4\) eV, \(d=2\) eV.

Gaussian model, energies in units of the width: \(D=e^{-E^2}/\sqrt\pi\), \(R=2F\), \(F(E)=e^{-E^2}\int_0^Ee^{u^2}du\), \(F'=1-2EF\).

### Extrapolation from one height

A first-order Taylor step from \(z=E+i\eta\) back to the axis is \(G(z)-i\eta G'(z)\). Since \(\mathrm{Im}(-i\eta G')=-\eta\,\mathrm{Re}\,G'\), relation (5) gives \(-\mathrm{Im}[G-i\eta G']/\pi=D_\eta-\eta\,\partial_\eta D_\eta\). Acting on \(\eta^n\) this operator gives \((1-n)\eta^n\), with factors \(0,-1,-2,-3\) for \(n=1,\dots,4\):

\[ -\frac1\pi\mathrm{Im}[G-i\eta G']=D+\frac{\eta^2}2D''-\frac{\eta^3}{3\pi}R'''-\frac{\eta^4}8D''''+\dots \tag{18} \]

The leading error is half that of (15), and the condition is only \(\eta<d\). The derivative costs one more accumulation in the same \(\mathbf k\) loop, the average of \(-1/(z-\varepsilon_{\mathbf k})^2\).

### Effective kernels

Each rule is linear in \(D\), so it is a convolution with a kernel \(W=\sum_jw_jL_{\eta_j}\). For two points, \(2L_\eta-L_{2\eta}=(2\eta/\pi)[1/(x^2+\eta^2)-1/(x^2+4\eta^2)]\), and the common denominator leaves the numerator \(3\eta^2\):

\[ W_2=\frac{6\eta^3}{\pi(x^2+\eta^2)(x^2+4\eta^2)}. \]

For three points, \(W_3=(3\eta/\pi)[1/(x^2+\eta^2)-2/(x^2+4\eta^2)+1/(x^2+9\eta^2)]\). Over the common denominator the \(x^4\) terms give \(1-2+1=0\), the \(x^2\eta^2\) terms \(13-20+5=-2\), and the \(\eta^4\) terms \(36-18+4=22\):

\[ W_3=\frac{6\eta^3(11\eta^2-x^2)}{\pi(x^2+\eta^2)(x^2+4\eta^2)(x^2+9\eta^2)}. \]

For the derivative rule, \(\partial_\eta L_\eta=(x^2-\eta^2)/[\pi(x^2+\eta^2)^2]\), so \(L_\eta-\eta\,\partial_\eta L_\eta=\eta[(x^2+\eta^2)-(x^2-\eta^2)]/[\pi(x^2+\eta^2)^2]\):

\[ W_d=\frac{2\eta^3}{\pi(x^2+\eta^2)^2}. \]

The second moments follow from \(x^2L_\eta=\eta/\pi-\eta^2L_\eta\). Summing with the weights, the constant \(S_1/\pi\) vanishes, and integration gives \(\int x^2W\,dx=-S_2\), which is \(2\eta^2\) for \(W_2\) and \(0\) for \(W_3\). Applying \(1-\eta\partial_\eta\) to the same identity removes \(\eta/\pi\), and it turns the integral \(-\eta^2\) of the second term into \(-(1-2)\eta^2=\eta^2\) for \(W_d\). Half the second moment times \(D''\) is the quadratic error in (15), (16) and (18). Cancelling the linear term is the same operation as cancelling the \(x^{-2}\) tail. All three kernels fall as \(x^{-4}\), and this remaining tail goes with the nonlocal term in \(R'''\).

Two practical consequences follow. At leading order \(W_2\) acts like a Gaussian with \(\sigma=2\eta\) and \(W_d\) like one with \(\sigma=\sqrt2\,\eta\), by equating second moments with \(\sigma^2/2\). And \(W_2,W_d\) are positive, so they never return a negative density, while \(W_3<0\) for \(|x|>\sqrt{11}\,\eta\): in a gap farther than \(\sqrt{11}\,\eta\) from every state the three-point estimate is negative.

At a square-root edge the rules cancel only the term \(\beta\eta\) of (9). The two-point rule multiplies \(\eta^{1/2}\) by \(2-\sqrt2\) and \(\eta^{3/2}\) by \(2-2\sqrt2\). The ratio \((2\sqrt2-2)/(2-\sqrt2)\) equals \(\sqrt2\), so

\[ 2D_\eta-D_{2\eta}=(2-\sqrt2)\,c\sqrt{\eta/2}\,\big(1+\sqrt2\,b\eta+\dots\big). \tag{19} \]

### Error of a uniform grid

On the grid \(k=2\pi n/N\) the average of \(e^{imk}\) is one if \(N\) divides \(m\) and zero otherwise. For the chain, (10) then gives exactly

\[ G_N=G_1\Big(1+2\sum_{l\ge1}\xi^{lN}\Big)=G_1\,\frac{1+\xi^N}{1-\xi^N}. \]

Write \(\xi=e^{iq}\), \(q=q_0+i\kappa\), so that \(z=-2t\cos q\) and \(|\xi|=e^{-\kappa}\). The imaginary part of \(-2t\cos(q_0+i\kappa)\) is \(2t\sin q_0\sinh\kappa\), which must equal \(\eta\). Hence \(\sinh\kappa=\eta/(2t\sin q_0)\), or \(\kappa\approx\eta/v\) for small \(\eta\), with \(v=2t\sin q_0\) the group velocity. At fixed \(\eta\) the smallest value is \(\kappa=\mathrm{asinh}(\eta/2t)\), reached at \(\mathrm{Re}\,z=0\), where \(q_0=\pi/2\).

In three dimensions the same selection rule makes \(G_N-G\) the sum of the Fourier coefficients of \(1/(z-\varepsilon_{\mathbf k})\) at all nonzero lattice vectors whose components are multiples of \(N\). For the simple cubic lattice the six vectors of type \((N,0,0)\) contribute equally. Doing the \(k_x\) average with (10), each is \(\langle G_1(\zeta)\,\xi(\zeta)^N\rangle_{k_y,k_z}\) with \(\zeta=z+2t(\cos k_y+\cos k_z)\). At \(E=-4t\), \(\mathrm{Re}\,\zeta\) reaches zero only at \(k_y=k_z=0\), so that point sets the decay. Near it \(\zeta\approx i\eta-tk_\perp^2\). From \(d\zeta=2t\sin q\,dq\) and \(\sin(\pi/2+i\kappa)=\cosh\kappa\), \(\delta q=-k_\perp^2/(2\cosh\kappa)\). The Fresnel integral \(\int d^2k_\perp e^{iN\delta q}/(2\pi)^2\) has magnitude \(\cosh\kappa/(2\pi N)\), and \(|G_1|=1/|2t\sin q|=1/(2t\cosh\kappa)\). To leading order in \(1/N\), from these six vectors,

\[ |G_N-G|\approx\frac6{4\pi tN}\,e^{-\kappa N},\qquad\kappa=\mathrm{asinh}\frac\eta{2t}. \tag{20} \]

A fixed grid accuracy therefore needs \(N\propto1/\eta\) per axis, up to the slowly varying prefactor. This is the reason to extrapolate from a moderate \(\eta\).

Independent errors of size \(\epsilon\) in each \(D_{\eta_j}\) produce at most \(\epsilon\sum|w_j|\), which is \(3\epsilon\) and \(7\epsilon\) for the two rules. The grid error itself is dominated by the lowest height, since \(\kappa\) grows with \(\eta\), and is multiplied by \(w_1=2\) or \(3\). In the derivative rule, \(\delta G\propto e^{iNq(z)}\) has \(\delta G'\approx i(N/v)\,\delta G\), so \(\delta G-i\eta\,\delta G'\approx(1+\eta N/v)\,\delta G\), an amplification of about \(1+\kappa N\).

The same form gives the grid error of the Gaussian at leading order. Near the axis the error term oscillates in energy with frequency \(\tau=N/v\), and convolution multiplies it by the transform of the kernel at that frequency. This yields \(e^{-\eta N/v}\) for the Lorentzian, as in (20), and \(e^{-(\sigma N/2v)^2}\) for the Gaussian. With \(\sigma=\eta\) the Gaussian factor is the smaller once \(\eta N/v>4\). The Gaussian factor treats \(\tau\) as independent of energy, which requires \(\sigma^2N|dv/dE|/(2v^2)\ll1\) and \(\sigma^2N/(2v)\) small on the scale of the band. Beyond that it underestimates the error: for the chain at \(E=-1.5t\) with \(\sigma=0.1t\) it does so about tenfold at \(N\approx106\) and about a hundredfold at \(N\approx132\), where the error is still far below the Lorentzian one. The Gaussian, however, is not a value of \(G\) at a height above the axis; in the \(\mathbf k\) sum it is evaluated from the eigenvalues \(\varepsilon_{\mathbf k}\). The rules (15), (16) and (18) need only \(G(z)\), however it is obtained, provided it has the representation (1).

### Leading orders in the Gaussian model

For the Gaussian density of width 1 eV, \(G\) and \(G'\) were computed from (1) by the trapezoidal rule with step \(0.02\) in the variable \(u\) of \(x=E+\eta\sinh u\), which resolves both the pole at height \(\eta\) and the width of \(D\). At \(E=0.5\) eV and \(\eta=0.01\) eV the ratio of the actual error to the leading term, the latter from \(R=2F\) and \(D''=(4E^2-2)D\), is \(0.994\) for plain broadening with \(-\eta R'/\pi\), \(0.987\) for (15), \(0.988\) for (16) with \(\eta^3R'''/\pi\), and \(0.992\) for (18). Root finding on \(F'\) puts \(R'=0\) at \(E=0.92414\) eV, and there the plain bias is \(0.988\) times \(-\eta^2D''/2\). The departures from one are of the size \(\eta/(1\ \mathrm{eV})=0.01\) of the next power in a convergent series.

### Worked example: simple cubic lattice

The model parameter is \(t=1\) eV, the energy \(E=-4\) eV, and \(d=2\) eV, so all heights up to \(0.3\) eV are well inside the radius. Densities are in states per eV, site and spin, written \(\mathrm{eV^{-1}}\).

Reference values come from (11) and (12). The \(\theta\) integrals were done by 120-point Gauss–Legendre quadrature after a power-law change of variable that clusters nodes at the logarithmic singularity of \(K\). Derivatives were taken from Chebyshev interpolants of degree 30 of \(D\) and \(R\) on \([-5,-3]\) eV.

| Quantity | Value |
|---|---|
| \(D\) | \(0.04838212\ \mathrm{eV^{-1}}\) |
| \(R\) | \(-0.281058\ \mathrm{eV^{-1}}\) |
| \(R'\) | \(-0.01655669\ \mathrm{eV^{-2}}\) |
| \(D''\) | \(0.005547337\ \mathrm{eV^{-3}}\) |
| \(R'''\) | \(-0.000880132\ \mathrm{eV^{-4}}\) |
| \(D''''\) | \(0.004984508\ \mathrm{eV^{-5}}\) |

Thus \(a_1=0.01655669/\pi=0.00527016\ \mathrm{eV^{-2}}\). The integral (7) gives \(0.00527016\ \mathrm{eV^{-2}}\) as well, when evaluated by 30-point Gauss–Legendre quadrature on \([0,1]\) eV, adaptive quadrature on the pieces between \(1,2,6\) and \(10\) eV, and the exact tail \(-2D/(10\ \mathrm{eV})\) beyond \(10\) eV, where both \(D(E\pm y)\) vanish.

Broadened values are direct sums over the uniform \(400^3\) grid containing \(\mathbf k=0\), reduced by cubic symmetry. At \(\eta=0.1\) eV, \(\kappa N\approx20\), and (20) estimates the grid error in \(G\) at a few \(10^{-12}\ \mathrm{eV^{-1}}\). The digits kept are needed for the cancellations that follow.

| \(\eta\) (eV) | \(D_\eta\) (\(\mathrm{eV^{-1}}\)) | \(D_\eta-D\) (\(\mathrm{eV^{-1}}\)) |
|---|---|---|
| 0.1 | 0.048881373 | \(4.99253\times10^{-4}\) |
| 0.2 | 0.049325163 | \(9.43043\times10^{-4}\) |
| 0.3 | 0.049713943 | \(1.33182\times10^{-3}\) |

Two higher terms at \(\eta=0.1\) eV recur: \(A=\eta^3R'''/\pi=-2.802\times10^{-7}\) and \(B=\frac32\eta^4D''''=7.477\times10^{-7}\ \mathrm{eV^{-1}}\). All errors below are in \(\mathrm{eV^{-1}}\), and percentages are relative to \(D\).

*Plain Lorentzian.* The linear term is \(5.27016\times10^{-4}\) and the quadratic term \(-0.1^2\times0.005547337/2=-2.77367\times10^{-5}\). The cubic and quartic terms are \(A/6=-4.7\times10^{-8}\) and \(B/36=2.1\times10^{-8}\). The sum is \(4.99253\times10^{-4}\), the bias in the table, which is \(1.03\%\) of \(D\).

*Two points.* \(2\times0.048881373-0.049325163=0.04843758\), an error of \(5.5464\times10^{-5}\) or \(0.115\%\). In (15) the leading term is \(5.5473\times10^{-5}\), the cubic term \(-A=+2.80\times10^{-7}\), and the quartic term \(-\frac7{18}B=-2.91\times10^{-7}\). The last two nearly cancel at this \(\eta\), and the sum is \(5.5463\times10^{-5}\).

*Derivative.* The grid sum of \(G'\) gives \(\partial_\eta D_\eta=0.004714855\ \mathrm{eV^{-2}}\), so the estimate is \(0.048881373-0.000471486=0.04840989\), an error of \(2.77679\times10^{-5}\) or \(0.057\%\). Equation (18) gives \(2.77367\times10^{-5}-A/3-B/12=(2.77367+0.00934-0.00623)\times10^{-5}=2.77678\times10^{-5}\).

*Three points.* Since the weights sum to one, they may be applied to the biases: \(3(4.99253)-3(9.43043)+13.3182=0.0045\) in units of \(10^{-4}\). With unrounded sums the estimate is \(0.048382575\) and the error \(4.550\times10^{-7}\), about \(9.4\times10^{-6}\) of \(D\). The nominally leading term of (16) does not describe it. \(A\) is negative, \(B\) is positive and larger, and \(A+B=4.675\times10^{-7}\). The remaining \(-1.2\times10^{-8}\) belongs to orders five and higher, because the series converges. The two terms scale as \(\eta^3\) and \(\eta^4\), so they are equal and opposite at \(\eta\approx0.1\times2.802/7.477=0.037\) eV, and the error changes sign near there. An order of convergence measured from heights near \(0.1\) eV would therefore not be three. Part I showed that \(R\) is regular at the edge \(-6t\) while \(D\) has a branch point there; whether this accounts for the small value of \(R'''\) is neither derived nor tested here. That \(R\), continued from below, is also regular at the van Hove point \(-2t\), which would remove both nearest singularities from the odd coefficients, is a conjecture here.

*Gaussian.* At \(\sigma=0.1\) eV, \(D_\sigma=0.048396004\), a bias of \(1.38840\times10^{-5}\) or \(0.029\%\), against \(\sigma^2D''/4=1.38683\times10^{-5}\). The difference \(1.57\times10^{-8}\) compares with \(\sigma^4D''''/32=1.56\times10^{-8}\). At \(\sigma=0.2\) eV the bias is \(5.57257\times10^{-5}\) against \(5.54734\times10^{-5}\), the latter being the same number as \(\eta^2D''\) at \(\eta=0.1\) eV, as the second moment of \(W_2\) requires. Rule (17) gives \((4\times1.38840-5.57257)/3=-0.0063\) in units of \(10^{-5}\), more precisely \(-6.33\times10^{-8}\), against \(-\sigma^4D''''/8=-6.23\times10^{-8}\). At \(\sigma=\eta=0.1\) eV the Lorentzian bias is \(4.99253\times10^{-4}/1.38840\times10^{-5}\approx36\) times the Gaussian one. In this example the plain Gaussian is also closer to \(D\) than the two-point and derivative rules, and the extrapolated Gaussian closer than the three-point rule.

*Cost.* A plain Lorentzian reaches the three-point error at \(\eta_{\rm eq}=4.550\times10^{-7}/0.00527016=8.63\times10^{-5}\) eV. At fixed \(\eta N\) the grid must then be \(0.1/(8.63\times10^{-5})\approx1.2\times10^3\) times finer along each axis. The figure is specific to this energy, and it profits from the partial cancellation of \(A\) and \(B\).

*Gap.* At \(E=-7\) eV, where \(\delta=1\) eV, adaptive quadrature of \(D(x)/(E-x)^2\) over the band gives \(a_1=1.220879\times10^{-2}\ \mathrm{eV^{-2}}\). For \(\eta=0.02\) eV, \(a_1\eta=2.441758\times10^{-4}\), and the grid sum gives \(2.441611\times10^{-4}\), lower by \(6\times10^{-5}\) relative to \(a_1\eta\), within the bound \(\eta^2/\delta^2\). The Gaussian with the ten times larger width \(\sigma=0.2\) eV gives \(2.4\times10^{-15}\).

*Band edge.* At \(E=-6\) eV, where \(D=0\), \(\eta=0.05\) eV gives \(D_\eta=4.173\times10^{-3}\), and the two-point rule gives \(2.367\times10^{-3}\), so \(57\%\) of the bias remains. The leading term of (19) is \(2.346\times10^{-3}\). The computed value exceeds it by \(0.9\%\) of that term, and the correction in (19) is \(\sqrt2\,b\eta=\sqrt2\times0.05/8=0.9\%\).

*Grid decay.* At \(E=-4\) eV and \(\eta=0.4\) eV, with the \(400^3\) sum as reference, \(|G_N-G|=6.739\times10^{-8}\) at \(N=60\) and \(1.025\times10^{-11}\) at \(N=100\). Removing the factor \(1/N\), the rate is \(\frac1{40}\ln[(60\times6.739\times10^{-8})/(100\times1.025\times10^{-11})]=0.2070\) per grid point, \(4\%\) above \(\kappa=\mathrm{asinh}(0.2)=0.1987\). With this \(\kappa\), (20) gives \(5.3\times10^{-8}\) and \(1.1\times10^{-11}\). The vectors of type \((N,N,0)\), left out of (20), decay only slightly faster. Their saddle lies at \(k_z=0\), \(k_x=k_y=k\) with \(-4t\cos k-2t=-4t\), so \(k=\pi/3\). Shifting both momenta by \(i\kappa'\) requires \(4t\sin(\pi/3)\,\kappa'=\eta\) at small \(\eta\), and the decay is \(e^{-2\kappa'N}=e^{-\eta N/(\sqrt3t)}\), to be compared with \(e^{-\eta N/(2t)}\). That these vectors account for the excess at \(N=60\) is a conjecture.

### Procedure

1. Find the distance from \(E\) to the nearest van Hove energy or band edge. It is an upper limit on \(d\), since the continued \(D\) may also have singularities off the axis. Keep the highest node well below it, because the terms are bounded by powers of \(\eta_p/r\) with \(r<d\).
2. Choose \(N\) from the lowest height, so that \(e^{-\eta_1N/v}\), with \(v\) the largest component of the group velocity along a grid axis, in energy per radian of \(k\), anywhere on the constant-energy surface, is below the extrapolation error sought. For the simple cubic lattice this is \(v=2t\) for \(|E|\le4t\). The points where the velocity is parallel to an axis are not enough, since they govern only the vectors of type \((N,0,0)\): at \(E=-2.5t\) their saddle has \(\cos k_x=-3/4\) and \(v=1.32t\), while the \((N,N,0)\) saddle has \(\cos k=1/8\) and \(2t\sin k=1.98t\), and so decays more slowly. Include the factor \(w_1\), or \(1+\eta N/v\) for the derivative rule. This estimate counts only states on the constant-energy surface. It is undefined in a gap, and with several bands an evanescent solution (complex \(k\)) of a light band that has no state at \(E\) can decay more slowly. For a pair \(\pm|t_1+t_2e^{ik}|\) at \(z=i\eta\), \(\cosh\kappa=(t_1^2+t_2^2+\eta^2)/(2t_1t_2)\). With \(t_1=2.575\) eV, \(t_2=2.425\) eV and \(\eta=0.04\) eV this is \(\kappa=0.062\), against \(\eta/v=0.2\) for a chain with \(t=0.1\) eV that crosses \(E=0\). In such cases use the smallest \(\mathrm{Im}\,k\) over all bands, or check convergence in \(N\) directly.
3. Accumulate \(G\) at \(E+i\eta,\ E+2i\eta,\ E+3i\eta\) and \(G'\) at \(E+i\eta\) in one loop over \(\mathbf k\).
4. Estimate \(D''\) and \(a_1\). The two-point estimate (15) minus the derivative estimate (18) is \(\eta^2D''/2+O(\eta^3)\), which gives \(D''\). The slope \(-\mathrm{Re}\,G'/\pi\) at height \(\eta\) equals \(a_1-\eta D''+O(\eta^2)\), so adding \(\eta D''\) to it gives \(a_1\). If \(|a_1|\) is below \(\eta|D''|\), the quadratic term \(\eta^2|D''|/2\) is more than half the linear one, and only a rule that also cancels \(\eta^2\), such as (16), is sure to gain an order.
5. Compare the two-point and three-point estimates. Their difference is the two-point error minus the three-point error, so it estimates the two-point error only where the three-point error is much smaller. This fails if the terms \(\eta^2D''\) and \(-\eta^3R'''/\pi\) of (15) nearly cancel, and also near an inflection point \(D''=0\), where the leading errors are \(-\eta^3R'''/\pi\) and \(+\eta^3R'''/\pi\) and the difference is twice the two-point error. In the example the difference is \(0.048437584-0.048382575=5.50\times10^{-5}\ \mathrm{eV^{-1}}\), against the actual \(5.55\times10^{-5}\ \mathrm{eV^{-1}}\).
6. Use (15) or (18) where a non-negative result is required. At a square-root edge, fit a constant and the powers \(\eta^{1/2},\eta,\eta^{3/2}\) of (9), which takes four heights, in place of integer powers.
